**Relative variance of the acid count for Poisson photons with random yields**

The program tests $\mathrm{Var}(A)/E[A]^2=(1+c^2)/n$, where $A$ is the acid count, $n$ the mean number of absorbed photons, and $c$ the standard deviation of the acid yield per photon divided by its mean. It builds the distribution of $A$ by repeated convolution and asserts that its moments agree with the formula for four yield laws at three photon numbers, and for the worked example. It also asserts the modified formulas for non-Poisson photon counts, dose jitter and yields shared within a region. The depletion formulas are compared with a recursion over the number of spent generators. For the example, with $n=492.8$ and $c^2=0.3715$, the output shows a relative standard deviation of 5.28 %, against 2.91 % for a Poisson acid count of the same mean. Taken separately, lateral spill lowers the variance by 18.3 % and depletion lowers it by 27.3 %. The spatial simulation of spill gives 1.136 for $n$ times the relative variance, where the formula gives 1.121; the difference of 1.3 % lies within the asserted tolerance of 3.5 %, and the sampling error is about 0.7 %.

## Program and output

```python
# Result under test: if N absorbed photons are Poisson with mean n, and each
# creates an independent random number Y of acids (mean m, variance s^2), then
# the total acid count A obeys  Var(A)/E(A)^2 = (1 + c^2)/n,  c = s/m.
# Distributions are arrays: entry k is the probability of the value k.
# Also tested: changes caused by non-Poisson counts, dose jitter, shared yields,
# lateral spill of acids, and depletion of the acid generator.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import erf
from scipy.stats import binom, norm, poisson


def moments(pmf):
    k = np.arange(len(pmf))
    mean = np.sum(k * pmf)
    return mean, np.sum((k - mean) ** 2 * pmf)


def relative_variance(pmf):
    mean, variance = moments(pmf)
    return variance / mean**2


def poisson_weights(mean):
    return poisson.pmf(np.arange(int(mean + 12 * np.sqrt(mean) + 30)), mean)


def total_acid_pmf(count_pmf, yield_pmf):
    """Distribution of the sum, by explicit repeated convolution."""
    total = np.zeros((len(count_pmf) - 1) * (len(yield_pmf) - 1) + 1)
    sum_pmf = np.array([1.0])
    for weight in count_pmf:
        total[:len(sum_pmf)] += weight * sum_pmf
        sum_pmf = np.convolve(sum_pmf, yield_pmf)
    return total


def formula(n, yield_pmf):
    return (1 + relative_variance(yield_pmf)) / n


def close(a, b, rel=1e-8):
    return abs(a - b) <= rel * abs(b)


yield_law = np.array([0.10, 0.20, 0.25, 0.20, 0.15, 0.10])

# Main result, for several yield laws and small to moderate photon numbers
fixed_three = np.array([0.0, 0.0, 0.0, 1.0])
zero_or_one = np.array([0.7, 0.3])
rare_burst = np.array([0.9, 0, 0, 0, 0, 0, 0, 0.1])
for law in (yield_law, fixed_three, zero_or_one, rare_burst):
    for n in (0.8, 6.0, 40.0):
        pmf = total_acid_pmf(poisson_weights(n), law)
        assert abs(pmf.sum() - 1) < 1e-10
        assert close(moments(pmf)[0], n * moments(law)[0])
        assert close(relative_variance(pmf), formula(n, law))

# A zero-or-one yield leaves a Poisson count with reduced mean
thinned = total_acid_pmf(poisson_weights(40.0), zero_or_one)
assert np.allclose(thinned, poisson.pmf(np.arange(len(thinned)), 12.0),
                   atol=1e-12)

# Non-Poisson photon counts: the 1 is replaced by Var(N)/E(N)
for counts in (np.eye(13)[12], binom.pmf(np.arange(21), 20, 0.6)):
    n, count_variance = moments(counts)
    found = relative_variance(total_acid_pmf(counts, yield_law))
    expected = (count_variance / n + relative_variance(yield_law)) / n
    assert close(found, expected)
    assert not close(found, formula(n, yield_law), 0.1)

# Dose jitter: two equally likely doses, n(1+d) and n(1-d), add d^2
n, d = 40.0, 0.1
k = np.arange(200)
jittered = 0.5 * (poisson.pmf(k, n * (1 + d)) + poisson.pmf(k, n * (1 - d)))
found = relative_variance(total_acid_pmf(jittered, yield_law))
assert close(found, formula(n, yield_law) + d**2)

# Shared yield: all photons of one region draw from the same one of two laws
reversed_law = yield_law[::-1]
average_law = 0.5 * (yield_law + reversed_law)
shared = 0.5 * (total_acid_pmf(poisson_weights(n), yield_law)
                + total_acid_pmf(poisson_weights(n), reversed_law))
half_gap = 0.5 * (moments(yield_law)[0] - moments(reversed_law)[0])
shared_variance = (half_gap / moments(average_law)[0]) ** 2
assert close(relative_variance(shared),
             formula(n, average_law) + shared_variance)

# Worked example: rough typical extreme-ultraviolet resist parameters
wavelength_nm = 13.5
dose_mj_cm2 = 10.0
absorption_per_um = 5.0
thickness_nm = 40.0
side_nm = 20.0
spill_nm = 2.5
generator_per_nm3 = 0.2
dose_jitter = 0.005

photon_j = constants.h * constants.c / (wavelength_nm * 1e-9)
photon_ev = photon_j / constants.e
incident_per_nm2 = dose_mj_cm2 * 1e-3 / 1e14 / photon_j
mu = absorption_per_um * 1e-3
absorbed_fraction = 1 - np.exp(-mu * thickness_nm)
assert close(absorbed_fraction,
             quad(lambda z: mu * np.exp(-mu * z), 0, thickness_nm)[0])
n_photon = incident_per_nm2 * side_nm**2 * absorbed_fraction
m, s2 = moments(yield_law)
c2 = s2 / m**2
second_moment = s2 + m**2
acid_mean = n_photon * m
base = formula(n_photon, yield_law)

acid_pmf = total_acid_pmf(poisson_weights(n_photon), yield_law)
explicit_mean, explicit_variance = moments(acid_pmf)
explicit = explicit_variance / explicit_mean**2
assert close(explicit, base)
assert close(explicit_variance / explicit_mean, second_moment / m)

# Zero-yield photons may be dropped without changing the acid distribution
productive_fraction = 1 - yield_law[0]
productive_law = yield_law.copy()
productive_law[0] = 0.0
productive_law /= productive_fraction
n_productive = n_photon * productive_fraction
productive_pmf = total_acid_pmf(poisson_weights(n_productive), productive_law)
shorter = min(len(acid_pmf), len(productive_pmf))
assert np.allclose(acid_pmf[:shorter], productive_pmf[:shorter], atol=1e-12)


# Lateral spill: each acid has a Gaussian displacement from its photon
def pair_overlap(side, sigma):
    r = side / (2 * sigma)
    return erf(r) - (1 - np.exp(-r**2)) / (r * np.sqrt(np.pi))


def landing_chance(x):
    return (norm.cdf((side_nm / 2 - x) / spill_nm)
            - norm.cdf((-side_nm / 2 - x) / spill_nm))


overlap = pair_overlap(side_nm, spill_nm)
half_window = side_nm / 2 + 5 * spill_nm
numerical = 2 * quad(lambda x: landing_chance(x) ** 2, 0, half_window)[0]
assert close(overlap, numerical / side_nm, 1e-6)
spill_factor = 1 / m + overlap**2 * (second_moment - m) / m**2

rng = np.random.default_rng(7)
test_n, trials, batches = 30.0, 10000, []
window_mean = test_n * (2 * half_window / side_nm) ** 2
for _ in range(4):
    photons = rng.poisson(window_mean, trials)
    region = np.repeat(np.arange(trials), photons)
    acids = rng.choice(len(yield_law), size=len(region), p=yield_law)
    inside = np.ones(acids.sum(), dtype=bool)
    for axis in range(2):
        start = rng.uniform(-half_window, half_window, len(region))
        landing = np.repeat(start, acids)
        landing += rng.normal(0, spill_nm, len(landing))
        inside &= np.abs(landing) < side_nm / 2
    owner = np.repeat(region, acids)
    batches.append(np.bincount(owner[inside], minlength=trials))
sample = np.concatenate(batches)
simulated_factor = test_n * sample.var() / sample.mean() ** 2
# Sampling error of the variance is about 0.7 percent for 40000 regions
assert close(sample.mean(), test_n * m, 0.01)
assert close(simulated_factor, spill_factor, 0.035)
assert not close(simulated_factor, 1 + c2, 0.1)


# Depletion: each attempt strikes a random site; a spent site gives nothing
def depleted_moments(n, law, sites):
    def generating(z):
        return np.exp(n * (np.polyval(law[::-1], z) - 1))
    unspent = sites * generating(1 - 1 / sites)
    pairs = sites * (sites - 1) * generating(1 - 2 / sites)
    return sites - unspent, pairs + unspent - unspent**2


def depleted_by_recursion(attempt_pmf, sites):
    spent = np.arange(sites + 1)
    state = np.zeros(sites + 1)
    state[0] = 1.0
    result = np.zeros(sites + 1)
    for weight in attempt_pmf:
        result += weight * state
        following = state * spent / sites
        following[1:] += state[:-1] * (sites - spent[:-1]) / sites
        state = following
    return moments(result)


sites = int(round(generator_per_nm3 * side_nm**2 * thickness_nm))
small_pmf = total_acid_pmf(poisson_weights(6.0), yield_law)
for n, attempts, p in ((6.0, small_pmf, 40), (n_photon, acid_pmf, sites)):
    direct = depleted_by_recursion(attempts, p)
    derived = depleted_moments(n, yield_law, p)
    assert close(direct[0], derived[0], 1e-7)
    assert close(direct[1], derived[1], 1e-6)
depleted_mean, depleted_variance = depleted_moments(n_photon, yield_law, sites)
depleted = depleted_variance / depleted_mean**2


def percent_std(rel_variance):
    return 100 * np.sqrt(rel_variance)


def percent_change(rel_variance):
    return 100 * (rel_variance / base - 1)


spilled = spill_factor / n_photon
with_jitter = base + dose_jitter**2
with_loading = base + 1 / sites

print("INPUTS (rough typical values; yield table is a model)")
print(f"wavelength: {wavelength_nm:.1f} nm")
print(f"incident dose: {dose_mj_cm2:.1f} mJ/cm2")
print(f"absorption coefficient: {absorption_per_um:.1f} per um")
print(f"film thickness: {thickness_nm:.0f} nm")
print(f"column side: {side_nm:.0f} nm")
print("yield probabilities for 0..5 acids:",
      " ".join(f"{p:.2f}" for p in yield_law))
print("PHOTONS AND YIELD")
print(f"photon energy: {photon_ev:.2f} eV")
print(f"incident photons: {incident_per_nm2:.3f} per nm2")
print(f"absorbed fraction: {absorbed_fraction:.4f}")
print(f"mean absorbed photons n: {n_photon:.1f}")
print(f"mean yield m: {m:.3f} acids per photon")
print(f"yield variance s^2: {s2:.3f} acids^2")
print(f"mean squared yield: {second_moment:.3f} acids^2")
print(f"squared yield variation c^2: {c2:.4f}")
print("ACID COUNT")
print(f"mean acids: {acid_mean:.1f}")
print(f"acid standard deviation: {np.sqrt(explicit_variance):.1f} acids")
print(f"relative variance, formula: {base:.6e}")
print(f"relative variance, explicit distribution: {explicit:.6e}")
print(f"relative standard deviation: {percent_std(base):.3f} %")
print(f"photon share of variance: {100 / (1 + c2):.1f} %")
print(f"yield share of variance: {100 * c2 / (1 + c2):.1f} %")
print(f"fixed-yield relative std: {percent_std(1 / n_photon):.3f} %")
print(f"wrong Poisson-acid relative std: {percent_std(1 / acid_mean):.3f} %")
print(f"acid variance over mean: {second_moment / m:.3f} acids")
print("SAME COUNT WITH ZERO-YIELD PHOTONS DROPPED")
print(f"mean productive photons: {n_productive:.1f}")
print(f"their mean yield: {moments(productive_law)[0]:.3f} acids")
print(f"their c^2: {relative_variance(productive_law):.4f}")
print(f"relative variance: {formula(n_productive, productive_law):.6e}")
print("NEGLECTED EFFECTS, EACH ALONE")
print(f"spill displacement per axis: {spill_nm:.1f} nm")
print(f"spill overlap Q per axis: {overlap:.4f}")
print(f"n times relative variance, no spill: {1 + c2:.4f}")
print(f"n times relative variance, spill formula: {spill_factor:.4f}")
print(f"n times relative variance, simulation: {simulated_factor:.3f}")
print(f"relative std with spill: {percent_std(spilled):.3f} %")
print(f"variance change from spill: {percent_change(spilled):+.1f} %")
print(f"generator density: {generator_per_nm3:.2f} per nm3")
print(f"generator sites P: {sites}")
print(f"attempts per site: {acid_mean / sites:.3f}")
print(f"mean acids with depletion: {depleted_mean:.1f}")
print(f"relative std with depletion: {percent_std(depleted):.3f} %")
print(f"variance change from depletion: {percent_change(depleted):+.1f} %")
print(f"dose jitter: {100 * dose_jitter:.2f} %")
print(f"variance change from jitter: {percent_change(with_jitter):+.2f} %")
print(f"relative std with random loading: {percent_std(with_loading):.3f} %")
print(f"variance change from loading: {percent_change(with_loading):+.1f} %")
print("verified")
```

It prints:

```
INPUTS (rough typical values; yield table is a model)
wavelength: 13.5 nm
incident dose: 10.0 mJ/cm2
absorption coefficient: 5.0 per um
film thickness: 40 nm
column side: 20 nm
yield probabilities for 0..5 acids: 0.10 0.20 0.25 0.20 0.15 0.10
PHOTONS AND YIELD
photon energy: 91.84 eV
incident photons: 6.796 per nm2
absorbed fraction: 0.1813
mean absorbed photons n: 492.8
mean yield m: 2.400 acids per photon
yield variance s^2: 2.140 acids^2
mean squared yield: 7.900 acids^2
squared yield variation c^2: 0.3715
ACID COUNT
mean acids: 1182.6
acid standard deviation: 62.4 acids
relative variance, formula: 2.783322e-03
relative variance, explicit distribution: 2.783322e-03
relative standard deviation: 5.276 %
photon share of variance: 72.9 %
yield share of variance: 27.1 %
fixed-yield relative std: 4.505 %
wrong Poisson-acid relative std: 2.908 %
acid variance over mean: 3.292 acids
SAME COUNT WITH ZERO-YIELD PHOTONS DROPPED
mean productive photons: 443.5
their mean yield: 2.667 acids
their c^2: 0.2344
relative variance: 2.783322e-03
NEGLECTED EFFECTS, EACH ALONE
spill displacement per axis: 2.5 nm
spill overlap Q per axis: 0.8590
n times relative variance, no spill: 1.3715
n times relative variance, spill formula: 1.1212
n times relative variance, simulation: 1.136
relative std with spill: 4.770 %
variance change from spill: -18.3 %
generator density: 0.20 per nm3
generator sites P: 3200
attempts per site: 0.370
mean acids with depletion: 988.4
relative std with depletion: 4.498 %
variance change from depletion: -27.3 %
dose jitter: 0.50 %
variance change from jitter: +0.90 %
relative std with random loading: 5.564 %
variance change from loading: +11.2 %
verified
```
